\section*{Relativistic and recoil corrections to electron vacuum polarization in muonic atoms}

\section{A number in muonic hydrogen}

For a point proton, the electron loop in the exchanged photon raises $2P$ above $2S$ by $205.007$ meV at the Schr\"odinger level. The next term of this single loop, of order $\alpha(Z\alpha)^4$, is $0.02084$ meV for $2P_{1/2}-2S$ if the proton is a fixed source and the muon carries the reduced mass. With the proton's motion included it is $0.01876$ meV. If the magnetic exchange keeps the transverse projector of the ordinary Breit interaction while the Coulomb exchange is taken as static, the value is $0.01742$ meV. The last two numbers cannot both be right, and the difference lies in how a massive photon couples to conserved currents.

\section{Assumptions and theorem}

Units are Gaussian, $\alpha=e^2/\hbar c$. The lepton has mass $m$, charge $-e$ and $g=2$. The point nucleus has mass $M$, charge $Ze$ and spin $\tfrac12$ ($\delta_I=1$) or $0$ ($\delta_I=0$), and its spin is averaged. For spin $\tfrac12$, point-like means that the Sachs electric form factor is $1$, which assigns the contact term of an anomalous moment to the radius. Define
\begin{equation}
\mu=\frac{mM}{m+M},\quad \eta=\frac{\mu^2}{mM},\quad \zeta=\frac{\mu^2}{M^2},\quad a=\frac{\hbar^2}{\mu Ze^2},\quad \beta=\frac{m_e}{Z\alpha\mu},
\end{equation}
with $Z\alpha\ll1$, $\beta$ of order one and $m/M$ arbitrary. Only one electron loop inserted in an exchanged photon is treated. Two or more electron loops, self-energy, the muon loop, light-by-light, hyperfine and nuclear-size terms are separate contributions. In units of length $a$ and energy $\mu c^2(Z\alpha)^2$, $H_0=p^2/2-1/x$, $E=-1/2n^2$, $\psi=(u/x)\times$(angular part), $\Lambda=l(l+1)$, and $\boldsymbol\sigma\cdot\mathbf L=-\kappa-1$, with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Let $y=e^{-bx}/x$, $U=-y$, $g(b)=\langle y\rangle$, $\bar U=-g$; $U'$ is a derivative in $x$ and $g'$ a derivative in $b$.

\paragraph{Theorem.} The correction of order $\alpha(Z\alpha)^4$ is
\begin{equation}
\Delta E=\frac{\alpha}{\pi}(Z\alpha)^4\mu c^2\int_0^1\!dv\,\frac{v^2(1-v^2/3)}{1-v^2}\,[c_0+\eta c_\eta+\zeta c_\zeta],\qquad b=\frac{2\beta}{\sqrt{1-v^2}},
\end{equation}
\begin{align}
c_0&=\tfrac18\langle\nabla^2U\rangle-\tfrac{\kappa+1}{4}\langle U'/x\rangle-(2EY_1+X-C)-\tfrac{Q}{2\kappa},\\
c_\eta&=\tfrac12 bg-\frac{g-bg'}{2n^2},\\
c_\zeta&=-\tfrac{1-\delta_I}{8}\langle\nabla^2U\rangle+\tfrac{\kappa+1}{4}\langle U'/x\rangle+\tfrac{Q}{2\kappa}+\tfrac12\delta_I\delta_{l0}Q,
\end{align}
where $Y_1=(g-bg')/2$, $X=-\partial_lg/(2l+1)$ at fixed radial number $n_r=n-l-1$, $C=\langle U/x\rangle-\bar U/n^2$, $Q=X+\langle U'\rangle/2$, $\langle\nabla^2U\rangle=\delta_{l0}u'(0)^2-b^2g$, and the terms with $\kappa+1$ are absent for $l=0$.

\section{The massive Breit operator}

\paragraph{Lemma 1 (spectral form).} The loop correction to the propagator is $(\alpha/\pi)\int dv\,\rho(v)$, $\rho=v^2(1-v^2/3)/(1-v^2)$, over propagators of inverse range $\lambda=2m_ec/(\hbar\sqrt{1-v^2})$.

\emph{Proof.} The renormalized loop multiplies $4\pi/k^2$ by $(2\alpha/\pi)\int_0^1ds\,s(1-s)\ln[1+s(1-s)K]$, $K=\hbar^2k^2/m_e^2c^2$. Put $s=(1+v)/2$, use evenness in $v$, and integrate by parts with the primitive $v-v^3/3$ of $1-v^2$; the boundary term vanishes at both ends:
\begin{equation}
\tfrac12\int_0^1\!dv\,(1-v^2)\ln\!\Big[1+\frac{(1-v^2)K}{4}\Big]=\int_0^1\!dv\,\frac{v^2(1-v^2/3)K}{4+(1-v^2)K}=\int_0^1\!dv\,\rho\,\frac{k^2}{k^2+\lambda^2}.
\end{equation}
The same holds with $k^2\to k^2-\omega^2/c^2$. In scaled units $\lambda a=b$. $\square$

\paragraph{Lemma 2 (gauge).} Let $\rho_a,\mathbf j_a$ be number densities and currents in units of $c$, and $d=k^2+\lambda^2$. Then
\begin{equation}
\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{d-\omega^2/c^2}=\frac{\rho_1\rho_2}{d}-\frac{j_{1i}(\delta_{ij}-k_ik_j/d)j_{2j}}{d-\omega^2/c^2}.
\end{equation}

\emph{Proof.} Use $1/(d-\omega^2/c^2)=1/d+(\omega^2/c^2)/[d(d-\omega^2/c^2)]$ in the density term. Continuity at each vertex, $\omega\rho_a=c\,\mathbf k\cdot\mathbf j_a$, gives $\omega^2\rho_1\rho_2/c^2=(\mathbf k\cdot\mathbf j_1)(\mathbf k\cdot\mathbf j_2)$. $\square$

The two propagators differ by terms proportional to $k_\mu$, which leave bound levels unchanged. In the second form the density exchange is exactly instantaneous, and $j_1j_2$ is already of relative order $(Z\alpha)^2$. Retardation of the current exchange costs the ratio of an atomic excitation energy $\mu c^2(Z\alpha)^2$ to a photon energy $\hbar ck\sim\mu c^2Z\alpha$, one more power of $Z\alpha$, and the $A^2$ vertices need two current exchanges. These terms are dropped on this power counting, which places them at $\alpha(Z\alpha)^5$ up to powers of $\ln(1/Z\alpha)$, since for $S$ states retardation brings in a mean of $r^{-3}$ that is cut off only at short distance; the theorem rests on the counting and not on their evaluation.

\paragraph{Lemma 3 (operator).} With $Y=e^{-\lambda r}/r$, $\mathbf n=\mathbf r/r$ and $\mathbf L$ in units of $\hbar$, massive exchange in the centre-of-mass frame gives $-Ze^2Y+h_\lambda$,
\begin{align}
h_\lambda={}&\frac{Ze^2\hbar^2}{8c^2}\Big(\frac1{m^2}+\frac{\delta_I}{M^2}\Big)\big(4\pi\delta^3(\mathbf r)-\lambda^2Y\big)\nonumber\\
&-\frac{Ze^2}{mMc^2}\Big[p_iW_{ij}p_j+\frac{\hbar^2\lambda^2}{4}Y\Big(1-\frac{\lambda r}{2}\Big)\Big]\nonumber\\
&+\frac{Ze^2\hbar^2}{c^2}\Big(\frac1{4m^2}+\frac1{2mM}\Big)\frac{(1+\lambda r)e^{-\lambda r}}{r^3}\,\boldsymbol\sigma\cdot\mathbf L,
\end{align}
with $W_{ij}=\tfrac12Y[\delta_{ij}+n_in_j(1+\lambda r)]$.

\emph{Proof.} Let $\hbar\mathbf k=\mathbf p'-\mathbf p$ and $\mathbf P=(\mathbf p+\mathbf p')/2$, with $|\mathbf p'|\ne|\mathbf p|$ allowed. A unit-norm positive-energy spinor is $(1-p^2/8m^2c^2)(1,\ \boldsymbol\sigma\cdot\mathbf p/2mc)$. From $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$ and $\sigma_i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma_i=2P_i+i\hbar(\boldsymbol\sigma\times\mathbf k)_i$,
\begin{equation}
\rho_1=1-\frac{\hbar^2k^2}{8m^2c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2c^2},\qquad \mathbf j_1=\frac{\mathbf P}{mc}+\frac{i\hbar\,\boldsymbol\sigma\times\mathbf k}{2mc}.
\end{equation}
The nucleus has momenta $-\mathbf p,-\mathbf p'$. Spin averaging leaves $\rho_2=1-\delta_I\hbar^2k^2/8M^2c^2$ and $\mathbf j_2=-\mathbf P/Mc$; for spin $0$ the density $(E+E')/2\sqrt{EE'}$ is $1+O(c^{-4})$. The potential couples to negative-energy states with amplitude $\hbar|\nabla V|/mc$ across a gap $2mc^2$, formally an effect of order $c^{-4}$. For $l>0$ this is a factor $(Z\alpha)^2$ relative to the terms kept. For $S$ states the mean of $|\nabla V|^2$ diverges linearly at the origin and is cut off at $r\sim\hbar/mc$, which leaves one factor $Z\alpha$. In both cases the effect lies beyond the order kept. Since $\mathbf k\cdot(\boldsymbol\sigma\times\mathbf k)=0$ and $\hbar\mathbf k\times\mathbf P=\mathbf p'\times\mathbf p$, the kernel is $-4\pi Ze^2/d$ times
\begin{equation}
1-\frac{\hbar^2k^2}{8c^2}\Big(\frac1{m^2}+\frac{\delta_I}{M^2}\Big)+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{c^2}\Big(\frac1{4m^2}+\frac1{2mM}\Big)+\frac{P^2-(\mathbf P\cdot\mathbf k)^2/d}{mMc^2}.
\end{equation}
With $V=-Ze^2Y$, $-k^2V(k)\to\nabla^2V=Ze^2(4\pi\delta^3-\lambda^2Y)$, the first line. Next $i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)V(k)=i\hbar\boldsymbol\sigma\cdot(\mathbf k\times\mathbf p)V(k)\to\hbar^2(V'/r)\boldsymbol\sigma\cdot\mathbf L$, the third line. For the second, $4\pi/d^2=-(2\lambda)^{-1}\partial_\lambda(4\pi/d)$ transforms to $F=e^{-\lambda r}/2\lambda$, so the kernel is $\delta_{ij}Y+\partial_i\partial_jF$. Inserting $F'/r=-Y/2$ and $F''=\lambda rY/2$ into $\partial_i\partial_jF=(\delta_{ij}-n_in_j)F'/r+n_in_jF''$ gives $W_{ij}$. Finally $P_iP_j=\tfrac12(p'_ip_j+p_ip'_j)+\tfrac14\hbar^2k_ik_j$. The first part is the ordering $p_iW_{ij}p_j$. The second gives $k_ik_jW_{ij}(k)=4\pi\lambda^2k^2/d^2=\lambda^2(4\pi/d-4\pi\lambda^2/d^2)\to\lambda^2(Y-\lambda^2F)=\lambda^2Y(1-\lambda r/2)$. $\square$

At $\lambda=0$ this is the ordinary Breit interaction, and $H_B=h_0-(p^4/8c^2)(m^{-3}+M^{-3})$. Squaring and cubing $\mu/m+\mu/M=1$ gives $\mu^2/m^2=1-2\eta-\zeta$ and $\mu^3(m^{-3}+M^{-3})=1-3\eta$, hence $\mu^2(1/4m^2+1/2mM)=(1-\zeta)/4$. In units of $\mu c^2(Z\alpha)^4$, with $A=1-2\eta-(1-\delta_I)\zeta$ and $w_{ij}=(\delta_{ij}+n_in_j)/2x$,
\begin{equation}
H_B=-\frac{1-3\eta}{8}p^4+\frac A8\,4\pi\delta^3-\eta\,p_iw_{ij}p_j+\frac{1-\zeta}{4}\frac{\boldsymbol\sigma\cdot\mathbf L}{x^3}.
\end{equation}
The mean of $h_\lambda$ is only part of the order $\alpha(Z\alpha)^4$, because the cross term of $U$ with $H_B$ has the same order. Per spectral mass the shift is $\langle h\rangle+2\langle\varphi|H_B|\psi\rangle$, with $(H_0-E)\varphi=-(U-\bar U)u$ and $\varphi\perp u$ for radial functions. The spin-averaged operators conserve $l$ and $j$, so among them the Coulomb degeneracy causes no mixing. For a spin-$\tfrac12$ nucleus the omitted hyperfine operators, of relative order $m/M$ to the fine structure, mix the two values of $j$ of one $l$; when $m/M$ is not small the result is a spin-averaged diagonal element and not the shift of an observed level.

\section{Matrix elements}

\paragraph{Lemma 4 (first order).} The bracket in $h_\lambda$ has mean $\bar W=2Eg+\tfrac32\langle y/x\rangle-\tfrac14\langle\nabla^2U\rangle$.

\emph{Proof.} The bracket has kernel $P^2y(k)-(\mathbf P\cdot\mathbf k)^2f(k)$, $f=e^{-bx}/2b$. Since $P^2=(p^2+p'^2)/2-k^2/4$, the first part is $\tfrac12\{p^2,y\}+\tfrac14\nabla^2y$, and $p^2\psi=2(E+1/x)\psi$ gives the mean $2Eg+2\langle y/x\rangle-\tfrac14\langle\nabla^2U\rangle$. Since $\mathbf P\cdot\mathbf k=(p'^2-p^2)/2$, the second part is $-[T,[T,f]]$, $T=p^2/2$. The outer $T$ acts on $\psi$ as $E-V_C$, $V_C=-1/x$, so the mean is $\langle[V_C,[T,f]]\rangle$. With $[T,f]=-\tfrac12\nabla^2f-\nabla f\cdot\nabla$ this is $\langle f'V_C'\rangle=\langle f'/x^2\rangle=-\tfrac12\langle y/x\rangle$. $\square$

\paragraph{Lemma 5 (second order).} $\langle\varphi|x^{-1}|u\rangle=Y_1$, $\langle\varphi|x^{-2}|u\rangle=X$, $Q=\Lambda\langle\varphi|x^{-3}|u\rangle+\tfrac12\varphi'(0)u'(0)$, and
\begin{equation}
\langle\varphi|p^4|u\rangle=4(2EY_1+X-C),\qquad \langle\varphi|pwp|u\rangle=2EY_1+2X-C-\tfrac12(1+\delta_{l0})Q .
\end{equation}

\emph{Proof.} A change $\delta H$ of $H_0$ changes $\bar U$ by $2\langle\varphi|\delta H|u\rangle$. Scaling the Coulomb strength by $s$ gives $\bar U=-s\,g(b/s)$ and $\delta H=-\delta s/x$, so $2Y_1=g-bg'$. Varying $l$ in $\Lambda/2x^2$ gives $\delta H=(2l+1)\delta l/2x^2$ with the node number fixed, which yields $X$.

For any radial $\chi$, two integrations by parts give
\begin{equation}
\int\varphi(H_0-E)\chi=-\int(U-\bar U)u\chi+\tfrac12(\varphi\chi'-\varphi'\chi)_{x=0}.
\end{equation}
Take $\chi=u'$. Differentiating the radial equation gives $(H_0-E)u'=-(x^{-2}-\Lambda x^{-3})u$, while $\int(U-\bar U)uu'=-\tfrac12\langle U'\rangle$ because $Uu^2\to0$ at the origin. The boundary term is $-\tfrac12\varphi'(0)u'(0)$, nonzero only for $l=0$. Thus $-X+\Lambda\langle\varphi|x^{-3}|u\rangle=\tfrac12\langle U'\rangle-\tfrac12\varphi'(0)u'(0)$, the relation for $Q$, where for $l=0$ the $\Lambda$ term is absent. For $l=0$, $\langle\varphi|4\pi\delta^3|u\rangle=\varphi'(0)u'(0)=2Q$.

For $p^4$, $\tfrac12p^2u=(E+1/x)u$ and $\tfrac12p^2\varphi=(E+1/x)\varphi-(U-\bar U)u$. In the product, $E^2\langle\varphi|u\rangle$ and $E\langle U-\bar U\rangle$ vanish, and $\langle1/x\rangle=1/n^2$, leaving $2EY_1+X-C$.

The tensor $w_{ij}$ is transverse in momentum space, so $pwp=w_{ij}p_ip_j=(p^2-\partial_x^2)/2x$ on $R=u/x$. Using $-\partial_x^2=p^2+(2/x)\partial_x-\Lambda/x^2$ and $xR'=u'-u/x$,
\begin{equation}
\langle\varphi|pwp|u\rangle=2EY_1+2X+\int\varphi\,\frac{u'-u/x}{x^2}-\frac\Lambda2\langle\varphi|x^{-3}|u\rangle .
\end{equation}
Direct differentiation shows $(H_0-E)(u/x)=u'/x^2-u/x^3$, so the identity with $\chi=u/x$ turns the integral into $-C-\tfrac12\varphi'(0)u'(0)$. The last two pieces sum to $-Q$ for $l=0$ and $-Q/2$ for $l>0$. $\square$

\section{Proof of the theorem}

By Lemmas 3 and 4, $\langle h\rangle=\tfrac A8\langle\nabla^2U\rangle-\tfrac{(1-\zeta)(\kappa+1)}{4}\langle U'/x\rangle-\eta\bar W$. By Lemma 5,
\begin{equation}
2\langle\varphi|H_B|u\rangle=-(1-3\eta)(2EY_1+X-C)-2\eta(2EY_1+2X-C)+2DQ .
\end{equation}
For $l=0$, $D=A/4+\eta$. For $l>0$, $D=(1-\zeta)\boldsymbol\sigma\cdot\mathbf L/4\Lambda+\eta/2$, and $\boldsymbol\sigma\cdot\mathbf L/\Lambda=-1/\kappa$ because $\Lambda=\kappa(\kappa+1)$. Both cases read $D=-(1-\zeta)/4\kappa+\eta/2+\delta_I\delta_{l0}\zeta/4$. The terms free of $\eta,\zeta$ are $c_0$ and those with $\zeta$ are $c_\zeta$. In the $\eta$ terms of $\langle h\rangle$, $-\tfrac14\langle\nabla^2U\rangle$ from $A$ cancels against $\bar W$, leaving $g/n^2-\tfrac32\langle y/x\rangle$. In second order they are $2EY_1-X-C+Q=2EY_1-C+\tfrac12\langle U'\rangle$. With $C=-\langle y/x\rangle+g/n^2$ and $\langle U'\rangle=\langle y/x\rangle+bg$, the terms in $\langle y/x\rangle$ sum to $-\tfrac32+1+\tfrac12=0$, those in $g/n^2$ cancel, and $c_\eta=bg/2-Y_1/n^2$. Lemma 1 supplies the integral. $\square$

\paragraph{Remark 1 (limits).} For $M\to\infty$, $\eta,\zeta\to0$, so $c_0$ is the $(Z\alpha)^4$ coefficient of the Dirac problem, here carrying mass $\mu$. For $b\to0$ the perturbation rescales $Z$, and $c_\eta=-1/2n^4$ is the derivative of a Coulomb recoil term $-\eta s^4/8n^4$. For $S$ states with $\delta_I=1$, $c_\zeta=-Q/2+Q/2=0$ identically. For $l>0$ and $\delta_I=0$ the term $-\langle\nabla^2U\rangle/8=b^2g/8$ survives, because a Yukawa potential has a nonzero Laplacian away from the origin.

\paragraph{Remark 2 (the transverse projector).} Coulomb gauge, with projector $\delta_{ij}-k_ik_j/k^2$, is equally valid, but its density propagator $4\pi(k^2-\omega^2/c^2)/[k^2(d-\omega^2/c^2)]$ equals $4\pi/d-4\pi\omega^2\lambda^2/(c^2k^2d^2)+\dots$. As $1/d^2-1/(k^2d)=-\lambda^2/(k^2d^2)$, continuity turns this retardation term into the missing part of the projector. Dropping it replaces $f$ in Lemma 4 by $\tilde f=(1-e^{-bx})/b^2x$, the transform of $4\pi/k^2d$, and shifts $c_\eta$ by
\begin{equation}
-\Big\langle\frac{\tilde f'-f'}{x^2}\Big\rangle,\qquad \tilde f'-f'=\frac{e^{-s}}2-\frac{1-(1+s)e^{-s}}{s^2},\quad s=bx.
\end{equation}
The shift is positive for every state, since $e^s>1+s+s^2/2$. Its kernel carries $(p'^2-p^2)^2$, which vanishes in on-shell centre-of-mass scattering, so the Born amplitude in that frame does not fix it.

\section{The levels $n=2$}

For real $l$, $u\propto x^{l+1}e^{-x/n}$ ($n_r=0$) or $x^{N}(1-\tau/2N)e^{-\tau/2}$ with $\tau=2x/n$, $N=l+1=n-1$ ($n_r=1$). Let $z=1+nb/2$. For $n_r=0$, $g=(2/n)\Gamma(2n)z^{-2n}/\Gamma(2n+1)=z^{-2n}/n^2$. For $n_r=1$, dividing numerator and norm by $\Gamma(2N)$ gives $z^{-2N}[1-2/z+(2N+1)/2Nz^2]$ and $(N+1)/N$, so
\begin{equation}
g=\frac{1+n_r(n-1)n^2b^2/2}{n^2z^{2n}},\qquad \partial_l=\partial_n .
\end{equation}
At $n=2$, $z=1+b$. The factor $n^{-2}z^{-2n}$ has logarithmic derivative $-G$, $G=1+2\ln z+2b/z$, and the $2S$ numerator has derivative $4b^2$. With $u^2_{2P}=x^4e^{-x}/24$ and $u^2_{2S}=(x^2-x^3+x^4/4)e^{-x}/2$, $u'_{2S}(0)^2=\tfrac12$,
\begin{align}
2P:\ &g=\tfrac1{4z^4},\quad \langle\tfrac yx\rangle=\tfrac1{12z^3},\quad \langle\tfrac{U'}x\rangle=\tfrac{1+3b}{24z^3},\quad X=\tfrac{gG}3,\quad Y_1=\tfrac{1+5b}{8z^5},\\
2S:\ &g=\tfrac{1+2b^2}{4z^4},\quad \langle\tfrac yx\rangle=\tfrac{1+2b+2b^2}{4z^3},\quad X=gG-\tfrac{b^2}{z^4},\quad Y_1=\tfrac{1+5b-2b^2+6b^3}{8z^5}.
\end{align}
Write $c_0=\tfrac18\langle\nabla^2U\rangle-\tfrac{\kappa+1}4\langle U'/x\rangle+\tfrac14Y_1-(1+\tfrac1{2\kappa})X+C-\langle U'\rangle/4\kappa$. For $2P$, over the denominator $96z^5$, the rational pieces are $\tfrac18\langle\nabla^2U\rangle\to-3b^2-3b^3$, $\tfrac14\langle U'/x\rangle\to1+5b+7b^2+3b^3$, $\tfrac14Y_1\to3+15b$, $X\to8+24b$, $C\to-2-10b-8b^2$, $\tfrac18\langle U'\rangle\to1+5b+4b^2$. For $2S$, over $32z^5$, the five terms are $2+10b+19b^2+19b^3+8b^4$, $1+5b-2b^2+6b^3$, $-4-12b+8b^2-8b^3$, $-6-30b-52b^2-44b^3-16b^4$ and $2+10b+16b^2+16b^3+8b^4$. Summing, with $\delta_I=1$,
\begin{align}
c_0(2S)&=-\frac{5+17b+11b^2+11b^3}{32z^5}-\frac{(1+2b^2)\ln z}{4z^4},\\
c_0(2P_{1/2})&=-\frac{5+17b+11b^2+3b^3}{32z^5}-\frac{\ln z}{4z^4},\qquad c_0(2P_{3/2})=-\frac{1+4\ln z}{32z^4},\\
c_\eta(2S)&=\frac{8b^4+2b^3+6b^2-b-1}{32z^5},\qquad c_\eta(2P)=\frac{4b^2-b-1}{32z^5},\\
c_\zeta(2P_{1/2})&=-2c_\zeta(2P_{3/2})=\frac{4+16b+11b^2+3b^3}{48z^5}+\frac{\ln z}{12z^4}.
\end{align}
Near $v=1$ the weight behaves as $\tfrac23\,db/b$. For $2S$, where $u'(0)^2=\tfrac12$ and $b^2g\to\tfrac12$ at large $b$, the terms $4\pi\delta^3$ and $\lambda^2Y$ diverge logarithmically when integrated apart, while each coefficient above falls at least as $1/b$, so the integral converges.

\section{Muonic hydrogen}

With $Z=1$, $\delta_I=1$, $1/\alpha=137.035999$, $m_ec^2=0.51099895$ MeV, $mc^2=105.658376$ MeV and $Mc^2=938.272089$ MeV, the definitions give $\mu c^2=94.964471$ MeV, $a=284.75$ fm, $\beta=0.7373837$, $\eta=0.0909682$, $\zeta=0.0102439$, $(\alpha/\pi)\alpha^2\mu c^2=11746.467$ meV and $(\alpha/\pi)\alpha^4\mu c^2=0.6255153$ meV. The integrals are done by adaptive quadrature after $v=\sin\theta$, which removes the endpoint singularity. The leading splitting uses $g_{2S}-g_{2P}=b^2/2z^4$, whose integral $0.01745268$ times $11746.467$ meV is $205.007$ meV. The integrals of $(c_0,c_\eta,c_\zeta)$ are
\begin{align}
2S:&\ (-0.0422253,\ 0.0380875,\ 0),\nonumber\\
2P_{1/2}:&\ (-0.0089078,\ 0.0009013,\ 0.0053451),\nonumber\\
2P_{3/2}:&\ (-0.0008901,\ 0.0009013,\ -0.0026725).
\end{align}
They are multiplied by $0.6255153$ meV and by $1,\eta,\zeta$; for example $0.6255153\times0.0909682\times0.0380875=0.0021673$ meV. In meV,
\begin{align}
2S:&\ -0.0264126+0.0021673+0=-0.0242453,\nonumber\\
2P_{1/2}:&\ -0.0055719+0.0000513+0.0000342=-0.0054864,\nonumber\\
2P_{3/2}:&\ -0.0005568+0.0000513-0.0000171=-0.0005226.
\end{align}
The differences are
\begin{align}
2P_{1/2}-2S&=0.0208406-0.0021160+0.0000342=0.018759\ \text{meV}=4.536\ \text{GHz},\\
2P_{3/2}-2P_{1/2}&=0.0050152+0-0.0000514=0.004964\ \text{meV}=1.200\ \text{GHz}.
\end{align}
The $\eta$ term lowers the Dirac part $0.0208406$ meV by about a tenth and comes almost wholly from $2S$: $c_\eta(2S)$ is about $9$ times $c_\eta(2P)$ at the lower limit $b=2\beta$ and $57$ times at $b=5$, and at large $b$ the two fall as $1/4b$ and $1/8b^3$. These asymptotes are approached slowly: near $b=6$, the median of the $2S$ integral, $c_\eta(2S)$ is only half of $1/4b$. It drops out of the fine structure because $c_\eta$ does not depend on $j$. The shift of Remark 2, with the radial average done by composite Gauss--Legendre quadrature, changes $2P_{1/2}-2S$ by $-0.0013392$ meV to $0.0174197$ meV, an error of about $7\%$ relative to $0.018759$ meV.

These digits define the coefficient of $\alpha(Z\alpha)^4$ for a point proton. By the power counting after Lemma 2, the omitted recoil terms are smaller by a further power of $Z\alpha$, up to logarithms of $Z\alpha$. Their coefficient is not evaluated here, so the later digits should not be read as an accuracy for the level itself.

A real proton also has a size. A nucleus of rms charge radius $r_N$ adds $(r_N^2/6)\nabla^2V$ to each exchanged potential $V$. To first order in $r_N^2$ the loop energy then changes by
\begin{equation}
\frac{\alpha}{\pi}(Z\alpha)^2\mu c^2\,\frac{r_N^2}{6a^2}\int_0^1\!dv\,\rho(v)\,\big[\langle\nabla^2U\rangle+4\delta_{l0}Q\big],
\end{equation}
where the second term is the response $2\langle\varphi|4\pi\delta^3|u\rangle$ of Lemma 5. In muonic hydrogen this changes $2P-2S$ by $-0.0282$ meV times $(r_N/1\ \text{fm})^2$, or $-0.0199$ meV for $r_N=0.841$ fm. Higher orders in $r_N$ move the last digit: for an exponential charge distribution of this radius, treated without expanding in $r_N$, the value is $-0.0195$ meV, about $2\%$ smaller in magnitude. It is as large as the term computed here and has the opposite sign, so it must be added before comparing with a measured level. At fixed $\beta$ and mass ratio, the size term relative to the term computed here grows as the square of $r_N/(Z\alpha a)$, where $Z\alpha a=\hbar/\mu c$ is $2.1$ fm here and far below $a$. In muonic hydrogen the two are equal in magnitude already near $r_N=0.8$ fm. The expansion itself requires $Z\alpha\ll1$. When $\beta Z\alpha=m_e/\mu$ is of order one, as in electronic atoms, the loop momentum $m_ec$ is relativistic for the bound particle, and the power counting at $k\sim\lambda$ that underlies the recoil terms does not apply.
